# Equal diffusion potentials and the energy of a diffuse two-phase interface

A diffuse interface between two phases is described by a field $\phi$ that runs smoothly from 0 to 1. Suppose that its energy is set by two constants only: a gradient coefficient $\kappa$, an energy per length, and the strength $W$ of a double well, an energy per volume. The one combination with the dimension of energy per area is $\sqrt{\kappa W}$, and the one length is $\sqrt{\kappa/W}$. Interface energy and width must then be

$$\sigma=a\sqrt{\kappa W},\qquad w=b\sqrt{\kappa/W},$$

with pure numbers $a$ and $b$. If the mixing of two alloy phases inside the interface adds a further energy density $e$, the ratio $e/W$ is dimensionless and the argument allows $\sigma=\sqrt{\kappa W}\,F(e/W)$. Since $e$ depends on the compositions of the phases, so do $\sigma$ and $w$. The simple form is kept if the interface is built so that $e=0$ at equilibrium. The Kim-Kim-Suzuki conditions do this.

Take a binary alloy with atomic fraction $c$ of one species, phase α at $\phi=0$ and phase β at $\phi=1$. Let $f_\alpha(c)$ and $f_\beta(c)$ be their free energies per atom, smooth and strictly convex, and let both phases have the same volume $\Omega$ per atom. Each point of the interface is treated as a mixture with a fraction $h$ of β:

$$c=(1-h)c_\alpha+h\,c_\beta,\qquad f=(1-h)f_\alpha(c_\alpha)+h f_\beta(c_\beta),\qquad h=\phi^3(10-15\phi+6\phi^2).$$

This $h$ rises from 0 to 1, with $h'=30\phi^2(1-\phi)^2\ge0$. The total free energy is

$$\mathcal F=\int\left[\frac{f}{\Omega}+W\phi^2(1-\phi)^2+\frac{\kappa}{2}|\nabla\phi|^2\right]dV .$$

The fields $c$ and $\phi$ do not fix $c_\alpha$ and $c_\beta$ separately. A rule for the split, called a closure here, is still needed. No gradients of composition occur in $\mathcal F$, so the split of least energy can be found point by point.

At fixed $c$ and $0<h<1$, the mixture rule gives $c_\alpha=(c-hc_\beta)/(1-h)$, hence $dc_\alpha/dc_\beta=-h/(1-h)$. Therefore

$$\frac{df}{dc_\beta}=(1-h)f_\alpha'\left(-\frac{h}{1-h}\right)+hf_\beta'=h\,(f_\beta'-f_\alpha').$$

This vanishes when

$$f_\alpha'(c_\alpha)=f_\beta'(c_\beta)\equiv\mu .$$

A second differentiation gives

$$\frac{d^2f}{dc_\beta^2}=hf_\beta''+\frac{h^2}{1-h}f_\alpha''>0,$$

so the stationary split is the minimum. It also exists for every $0<c<1$ if the free energies contain the ideal mixing entropy, because each slope then runs from $-\infty$ to $+\infty$. For each $\mu$ there is one $c_\alpha(\mu)$ and one $c_\beta(\mu)$, both increasing, and their mixture runs once through all values of $c$. At $h=0$ or $h=1$ the composition of the absent phase costs nothing and is defined by continuity.

Convexity matters. If both phases had the same free energy with $f''<0$ at $c$, then for $h=\tfrac12$ the split $c_\alpha=c_\beta=c$ would have equal slopes, yet shifting the two compositions by $\pm\delta$ would change $f$ by $\tfrac12f''\delta^2<0$. Equal slopes would then mark a maximum.

The quantity made equal is the diffusion potential. In one phase the chemical potentials of the two species are $f+(1-c)f'$ and $f-cf'$, and their difference is $f'$. The second of them is also the grand potential per atom, $\omega=f-\mu c$. Equal slopes therefore do not make the separate chemical potentials equal; that needs $\omega_\alpha=\omega_\beta$ as well, which is the common-tangent condition.

The derivatives of the minimized $f(c,\phi)$ follow from the mixture rule. Differentiation with respect to $c$ gives $(1-h)\partial_cc_\alpha+h\,\partial_cc_\beta=1$, so

$$\frac{\partial f}{\partial c}=\mu\left[(1-h)\partial_cc_\alpha+h\,\partial_cc_\beta\right]=\mu .$$

With respect to $\phi$ at fixed $c$, the rule gives $(1-h)\partial_\phi c_\alpha+h\,\partial_\phi c_\beta=-h'(c_\beta-c_\alpha)$, so

$$\frac{\partial f}{\partial\phi}=h'(f_\beta-f_\alpha)-\mu h'(c_\beta-c_\alpha)=h'(\omega_\beta-\omega_\alpha).$$

When $\mu$ changes, each phase responds by $dc_\alpha=d\mu/f_\alpha''$ and $dc_\beta=d\mu/f_\beta''$. The total change of $c$, with $\phi$ varying too, is

$$dc=\left[\frac{1-h}{f_\alpha''}+\frac{h}{f_\beta''}\right]d\mu+h'(c_\beta-c_\alpha)\,d\phi .$$

The bracket is $1/f_{cc}$, where $f_{cc}=\partial^2f/\partial c^2$ at fixed $\phi$. Solving for the gradient of $\mu$, which drives interdiffusion, gives

$$\nabla\mu=f_{cc}\left[\nabla c-h'(c_\beta-c_\alpha)\nabla\phi\right].$$

The second term subtracts the composition step that belongs to the change of phase. A static interface can thus have a steep $c$ profile and no diffusion flux.

At equilibrium with a fixed total amount of solute, a Lagrange multiplier makes $\partial f/\partial c$ uniform. The energy that matters is then $f-\mu c$. For any split whatever,

$$f-\mu c=(1-h)\left[f_\alpha(c_\alpha)-\mu c_\alpha\right]+h\left[f_\beta(c_\beta)-\mu c_\beta\right]\ \ge\ (1-h)\,\omega_\alpha(\mu)+h\,\omega_\beta(\mu),$$

where $\omega_p(\mu)=\min_c[f_p(c)-\mu c]$ for $p=\alpha,\beta$. For $0<h<1$, strict convexity allows equality only if both phases have slope $\mu$. The equal-slope closure reaches the lower limit at every $\mu$, so its bulk energy is the plain interpolation of the two phase values.

At two-phase equilibrium the common tangent has slope $\mu_e$ and $\omega_\alpha=\omega_\beta=\omega_e$. The interpolation is then $\omega_e$ at every $\phi$: the bulk excess is zero throughout the interface, whatever the compositions or curvatures. Away from equilibrium the bulk term is $\omega_\alpha+h(\omega_\beta-\omega_\alpha)$. It still depends on composition, as a driving force must, but it is monotonic in $\phi$ and adds no hump above the interpolated value.

The inequality also shows necessity. A closure without excess at every $\mu$ must contain all pairs $c_\alpha(\mu),c_\beta(\mu)$. Their mixtures cover every $c$, so the closure is the equal-slope one. A closure can succeed at a single $\mu$ for another reason. Holding $c_\alpha/c_\beta$ at its equilibrium value gives the right pair at $\mu_e$, but it fails wherever the ratio $c_\alpha(\mu)/c_\beta(\mu)$ has changed.

Now compare the closure $c_\alpha=c_\beta=c$, in which both phases at a point share one composition. Let the equilibrium compositions be $c_\alpha^e$ and $c_\beta^e$, with $\Delta c=c_\beta^e-c_\alpha^e$, and approximate the free energies above the common tangent by parabolas of curvature $A_\alpha$ and $A_\beta$. The excess per atom is the minimum over $c$ of

$$\tfrac12(1-h)A_\alpha(c-c_\alpha^e)^2+\tfrac12hA_\beta(c-c_\beta^e)^2 .$$

With $D=(1-h)A_\alpha+hA_\beta$, setting the derivative to zero gives

$$c-c_\alpha^e=\frac{hA_\beta\Delta c}{D},\qquad c-c_\beta^e=-\frac{(1-h)A_\alpha\Delta c}{D}.$$

Insertion produces the common factor $h(1-h)A_\alpha A_\beta(\Delta c)^2/2D^2$ times $hA_\beta+(1-h)A_\alpha=D$, so

$$\Omega e=\frac{h(1-h)A_\alpha A_\beta(\Delta c)^2}{2D}.$$

The hump grows as the square of the composition gap and also depends on the curvatures. It arises because neither phase can sit at its own equilibrium composition.

To find its effect on a planar interface, let $U(\phi)=W\phi^2(1-\phi)^2+e(\phi)$, with $c$ already eliminated at uniform $\mu_e$. Minimizing $\int[U+\tfrac12\kappa\phi_x^2]dx$, where $\phi_x=d\phi/dx$, gives $\kappa\phi_{xx}=dU/d\phi$. Multiplying by $\phi_x$ and integrating gives $\tfrac12\kappa\phi_x^2=U$; the constant vanishes because $U$ and $\phi_x$ vanish far away. The energy density is then $2U=\kappa\phi_x^2$, and

$$\sigma=\int\kappa\phi_x^2\,dx=\int_0^1\sqrt{2\kappa U}\,d\phi,\qquad w=\int_{0.1}^{0.9}\sqrt{\frac{\kappa}{2U}}\,d\phi ,$$

where $w$ is the distance between $\phi=0.1$ and $\phi=0.9$.

For the equal-slope closure $e=0$, and the first integral becomes $\phi_x=\phi(1-\phi)/\ell$ with $\ell=\sqrt{\kappa/2W}$. Separation gives $\ln[\phi/(1-\phi)]=x/\ell$. Since $\int_0^1\phi(1-\phi)d\phi=1/6$,

$$\phi=\frac{1}{1+e^{-x/\ell}},\qquad \sigma_0=\frac{\sqrt{2\kappa W}}{6},\qquad w_0=2\ell\ln9 .$$

These supply the pure numbers left open by the dimensional argument. From $\sqrt{2\kappa W}=6\sigma_0$ and $\sqrt{\kappa/2W}=\ell$, the product and the quotient give

$$\kappa=6\sigma_0\ell,\qquad W=3\sigma_0/\ell .$$

The width can therefore be chosen for the grid while the interface energy stays fixed.

With the single-composition closure these relations no longer hold, and the freedom is limited. For $e\ll W\phi^2(1-\phi)^2$ over the part of the interface that matters, expansion of the square root gives

$$\sigma-\sigma_0\simeq\ell\int_0^1\frac{e(\phi)}{\phi(1-\phi)}\,d\phi .$$

The error first grows in proportion to the width. If the curvatures are similar, $e\simeq4e_mh(1-h)$, where $e_m$ is the value at $h=\tfrac12$. With $s=\phi(1-\phi)$, multiplying out gives $h(1-h)=s^3(10+15s+36s^2)$. The integrals of $s^2$, $s^3$ and $s^4$ over $0<\phi<1$ are $1/30$, $1/140$ and $1/630$, so

$$\sigma-\sigma_0\simeq4e_m\ell\left(\frac{10}{30}+\frac{15}{140}+\frac{36}{630}\right)\simeq1.99\,e_m\ell .$$

In the opposite limit $e$ dominates $U$, and with $\kappa=6\sigma_0\ell$ both $\sigma$ and $w$ grow as $\sqrt\ell$.

One may try to retune $\kappa$ and $W$ to restore a given $\sigma$. Eliminating $\kappa$ between the two integrals gives

$$w=\frac{\sigma}{2}\,\frac{\int_{0.1}^{0.9}U^{-1/2}d\phi}{\int_0^1U^{1/2}d\phi}.$$

Raising $W$ raises $U$, which lowers the numerator and raises the denominator. For $W\ge0$ the largest width is thus approached as $W\to0$. A negative $W$ is excluded if the bulk phases are to stay at $\phi=0$ and 1: near $\phi=0$ the hump starts as $\phi^3$, so a negative $W\phi^2$ makes $\phi=0$ unstable and moves the minima inward, away from the pure phases.

For numbers, consider an aluminide coating on nickel at 1273 K, with an interface between γ′-Ni₃Al (α) and β-NiAl (β). Rough typical values are Al fractions 0.26 and 0.36 and an incoherent interface energy of 0.5 J/m², which is 3.121 eV/nm². The model free energies are

$$f_p=k_BT\left[c\ln c+(1-c)\ln(1-c)\right]+L_pc(1-c)+a_p+b_pc .$$

The round values $L_\alpha=-3.0$ eV and $L_\beta=-1.5$ eV are chosen parameters, not assessed data. The constants $a_p,b_p$ make both curves touch the line $-0.2-1.0\,c$ (in eV) at the stated compositions. With $k_BT=0.1097$ eV,

$$A_\alpha=\frac{0.1097}{0.26\times0.74}+6.0=6.570\ \mathrm{eV},\qquad A_\beta=\frac{0.1097}{0.36\times0.64}+3.0=3.476\ \mathrm{eV}.$$

At $\phi=0.5$ and $c=0.33$, equal slopes give $c_\alpha=0.2738$ and $c_\beta=0.3862$, with $\mu=-0.9092$ eV. Their mean is 0.33, as required. The softer β phase takes up more of the added Al.

At $\mu_e$ and $\phi=0.5$, the parabolic formula for the single-composition excess gives

$$\Omega e_m=\frac{0.25\times6.570\times3.476\times0.10^2}{2\times5.023}\ \mathrm{eV}=5.68\ \mathrm{meV},$$

against 5.69 meV from the full free energies. Direct minimization finds no excess for the equal-slope closure, either at $\mu_e$ or with $\mu$ raised by 0.1 eV. The fixed-ratio closure has none at $\mu_e$ but 0.026 meV at the raised value. That is small here, but it is not zero. The single-composition excess rises to 7.32 meV. In the linear response of the phases, the gap widens by $0.1(1/3.476-1/6.570)\simeq0.0136$, and $5.69\times(1.136)^2\simeq7.34$ meV accounts for the rise, apart from a slight fall of the curvatures.

With $\Omega=0.01166$ nm³ the hump at equilibrium is 0.488 eV/nm³. It must be compared with the height $W/16$ of the double well. In the following comparison $\kappa$ and $W$ are set for 0.5 J/m² and the width in the first column, and the last two columns show what the single-composition closure then gives.

| set width (nm) | $W/16$ (eV/nm³) | $\sigma$ (J/m²) | width (nm) |
|---|---|---|---|
| 1 | 2.571 | 0.535 | 0.94 |
| 5 | 0.514 | 0.656 | 3.93 |
| 20 | 0.129 | 0.980 | 10.9 |
| 100 | 0.026 | 1.94 | 28.4 |

At 1 nm, $\ell=1/(2\ln9)=0.228$ nm, and the weak-excess estimate is $1.99\times0.488\times0.228\simeq0.22$ eV/nm², or 0.035 J/m², as in the table. At 20 nm the hump is almost four times the double-well barrier and the interface energy is nearly doubled. Retuning to 0.5 J/m² with $W\ge0$ cannot give a width above 8.0 nm in this model. A negative $W$ widens it further only by giving up the pure bulk phases: $W=-0.8$ eV/nm³ gives 9.8 nm, with minima at $\phi=0.034$ and 0.981.

The equal-slope values at 20 nm are $\ell=4.551$ nm, $\kappa=6\times3.121\times4.551=85.2$ eV/nm and $W=3\times3.121/4.551=2.06$ eV/nm³. As a separate test, $\phi$ and $c$ were relaxed together on a grid at uniform $\mu_e$, with these constants and $c_\alpha^e$ held fixed. For gaps $\Delta c=0.05$, 0.10 and 0.15 the equal-slope closure gave 0.500 J/m² and 20.0 nm each time. The single-composition closure gave 0.656, 0.980 and 1.35 J/m², with widths of 15.7, 10.9 and 8.1 nm.

A curved interface shows the driving force that remains. For a β sphere of radius $R$ in α, with $R$ much larger than the width, a change $dR$ alters the grand potential by $4\pi R^2dR\,(\omega_\beta-\omega_\alpha)/\Omega+8\pi R\,\sigma\,dR$. Setting this to zero gives $\omega_\alpha-\omega_\beta=2\sigma\Omega/R$. Since $d\omega_p/d\mu=-c_p$, the left side is $\Delta c\,\delta\mu$ to first order, and

$$\delta\mu\simeq\frac{2\sigma\Omega}{R\,\Delta c}=\frac{2\times3.121\times0.01166}{1000\times0.10}\ \mathrm{eV}=0.73\ \mathrm{meV}$$

for $R=1000$ nm. Solving the balance with the full free energies gives the same value to this accuracy. An interface energy inflated by the hump would inflate this shift in proportion.

Set beside a real coating, the 20 nm width is a numerical choice; a physical width is roughly 1 nm. Both phases are chemically ordered, so the random-mixing free energies are only a rough model. With the tie line held fixed, halving or doubling both $L_p$ moves the single-composition result at 20 nm from 0.98 to 0.81 or 1.26 J/m², while the equal-slope result does not depend on them. The atomic volumes differ by a few per cent, contrary to the assumption of one $\Omega$; the rough lattice parameters used here, 0.357 nm for γ′ and 0.288 nm for β, give 5 %. A pressure $P$ adds $P\Omega_p$ to $\omega_p$, where $\Omega_p$ is the atomic volume of phase $p$. Equality of the two sums then requires $\Delta c\,\delta\mu=P(\Omega_\beta-\Omega_\alpha)$ to first order. With that 5 %, a pressure of 100 MPa shifts $\mu_e$ by 3.6 meV and the β composition by $\delta\mu/A_\beta=0.001$; a smaller difference in volume lowers both in proportion. The composition shift assumes that $\Omega_\beta$ does not vary with $c$. Otherwise $P\,d\Omega_\beta/dc$ adds to $f_\beta'$, the shift of $\mu_e$ is unchanged to first order, and the composition shift becomes $(\delta\mu-P\,d\Omega_\beta/dc)/A_\beta$; it vanishes if the volume per atom is one straight line in $c$ through both phases.

Two neglected effects bring composition back into the interface. A term $\tfrac12\kappa_c|\nabla c|^2$, with $|\kappa_c|$ set to $|L_\alpha|r^2/\Omega=16$ eV/nm for a bond length $r=0.25$ nm, would change $\sigma$ by 0.2 % at 20 nm width and by 3.7 % at 1 nm, to first order. These are generous sizes: a sum over nearest-neighbour bonds in a cubic crystal gives one third of this coefficient. The sign follows from the mixing energy of a bond between sites $i$ and $j$, which is proportional to $L$ times $c_i(1-c_j)+c_j(1-c_i)=c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2$. The last term is the gradient energy, so $\kappa_c$ has the sign of $L$, and the negative $L_\alpha$ used here would lower $\sigma$ to first order. At 1 nm first order is only a rough guide: with a positive coefficient of 16 eV/nm the relaxed profile gives 2.7 % instead of 3.7 %. A negative $\kappa_c$ cannot be used as it stands in a continuum model, because modulations of $c$ shorter than $2\pi\sqrt{|\kappa_c|\Omega/A_\alpha}$, about 1.1 nm in α for 16 eV/nm and 0.6 nm for one third of it, lower the energy without bound. The second neglected effect is motion. An interface of speed $v$ needs a composition gradient of about $v\Delta c/D$, where $D$ now stands for the diffusivity. If $v\simeq D/X$ for a layer of thickness $X$, only one of the phases carries a flux, and $D$ is the same throughout the interface, an upper estimate of the potential drop across the interface is $A_\alpha\Delta c\,w/X$. The actual drop is then smaller, because the flux falls to zero across the interface. If the diffusivity falls faster than the flux, the drop can exceed this estimate. For $X=10$ μm and $w=20$ nm the upper estimate is 1.3 meV, and the corresponding energy density $\Delta c\,\delta\mu/\Omega=0.011$ eV/nm³ is 9 % of the double-well barrier. The slopes are still equal at each point, but $\mu$ is no longer uniform across the interface. By this estimate the disturbance relative to the barrier grows as $w^2$, because the drop rises as $w$ while $W$ falls as $1/w$. The width is thus free at equilibrium, but during layer growth it must stay small enough for this ratio to be tolerable. The remaining values are in the numerical output.

## Computed results

```
temperature 1273 K, kT = 0.1097 eV
Al fraction: gamma' 0.26, beta 0.36
interaction L: gamma' -3.0 eV, beta -1.5 eV
tangent: mu -1.0 eV, omega -0.2 eV/atom
curvature f'': gamma' 6.570 eV, beta 3.476 eV
lattice parameters: 0.357 nm, 0.288 nm
volume per atom: 0.01137, 0.01194 nm^3
mean volume per atom: 0.01166 nm^3
sigma = 0.50 J/m^2 = 3.121 eV/nm^2
split at c=0.33, phi=0.5: 0.2738 and 0.3862
  common slope mu = -0.9092 eV
bulk excess at phi=0.5, meV/atom, at equilibrium mu:
  KKS 0.0000, single c 5.694, fixed ratio 0.0000
same with mu raised by 0.1 eV:
  KKS 0.0000, single c 7.317, fixed ratio 0.0256
parabola formula at h=0.5: 5.683 meV/atom
single-c excess density: 0.488 eV/nm^3
set width nm | kappa eV/nm | W/16 eV/nm^3 | single-c sigma, width
  1 | 4.26 | 2.5714 | 0.535 J/m^2, 0.94 nm
  5 | 21.30 | 0.5143 | 0.656 J/m^2, 3.93 nm
  20 | 85.22 | 0.1286 | 0.980 J/m^2, 10.91 nm
  100 | 426.09 | 0.0257 | 1.941 J/m^2, 28.43 nm
length ell at 20 nm: 4.551 nm; W = 2.057 eV/nm^3
grid relaxation, set width 20 nm:
gap | sigma KKS, single J/m^2 | width KKS, single nm
  0.05 | 0.4999, 0.6564 | 20.00, 15.71
  0.10 | 0.4999, 0.9795 | 20.00, 10.93
  0.15 | 0.4999, 1.3517 | 20.00, 8.05
largest single-c width at this sigma: 7.99 nm
neglected effects:
single-c sigma, L halved: 0.805 J/m^2
single-c sigma, L doubled: 1.258 J/m^2
composition gradient coefficient: 16.1 eV/nm
  its share of sigma at 20 nm: 0.18 %
  its share of sigma at 1 nm: 3.68 %
atomic volume mismatch: 4.9 %
mu shift at 100 MPa: 3.55 meV
  shift of beta composition: 0.00102
mu shift at radius 1000 nm: 0.727 meV
  linear estimate: 0.728 meV
moving interface, layer 10000 nm, width 20 nm:
  mu drop 1.31 meV, energy 0.0113 eV/nm^3
  relative to W/16: 8.8 %
```
